# Why the centre of a wide impermeable gate passivates last

## Result

A long gate strip of length $L$ seals the top of an oxide of thickness $d\ll L$. Molecular hydrogen enters from the two edges, diffuses sideways with constant $D$, and passivates dangling bonds at the Si/SiO$_2$ interface. The centre is the last place to be passivated. At late times the interface at distance $x$ from one edge follows the same curve as the edge, shifted by

$$\tau(x)=(1+B)\,\frac{x(L-x)}{2D},\qquad \tau(L/2)=(1+B)\,\frac{L^2}{8D},\qquad B=\frac{sN_0}{c_0d}.$$

Here $c_0$ is the H$_2$ concentration held at the edges, $N_0$ is the initial number of unpassivated centres per area, and $s$ is the number of H$_2$ molecules used per centre. The "1" is the cost of filling the oxide with hydrogen, and $B$ is the cost of feeding the centres. The reaction rate does not appear.

The $L^2$ law belongs to this late-time delay. The delay to a chosen residual fraction is smaller and approaches $\tau$ from below. Away from the centre the shift $\tau(x)$ is reached only once the centre itself has been fed, at $t\gtrsim\tau(L/2)$, because until then hydrogen still flows inward past $x$. The residual at $x$ is by then about $\exp\{-kc_0[\tau(L/2)-\tau(x)]\}$, which in a wide gate is too small to have physical meaning. With the parameters of the worked example and $L=200$ µm, $\tau(L/8)\approx2150$ s, but the delay there is about 880 s to 1% and 1180 s to 0.01%. For a wide gate the practical statement is the one for the centre.

## Model and dose

The oxide is thin, so $c(x,t)$ is uniform across it. Centres are passivated irreversibly at rate $kcN$ per area. This removes $skcN$ molecules per area, or $skcN/d$ per oxide volume:

$$c_t=Dc_{xx}-\frac{s}{d}\,kcN,\qquad N_t=-kcN.$$

Initially $c=0$ under the gate and $N=N_0$. For $t>0$, $c=c_0$ at $x=0$ and $x=L$.

Define the dose $\Theta(x,t)=\int_0^t c\,dt'$. The second equation gives

$$N=N_0e^{-k\Theta},$$

so equal dose means equal passivation. Since $kcN=-N_t$, the first equation can be integrated over time:

$$c=D\Theta_{xx}+\frac{s}{d}(N-N_0).$$

With $c=\Theta_t$, this is a single equation for the dose:

$$\Theta_t=D\Theta_{xx}-\frac{sN_0}{d}\left(1-e^{-k\Theta}\right).$$

## Why the centre is last

Let $g=\Theta_x$. Differentiating the dose equation gives

$$g_t=Dg_{xx}-\frac{skN_0}{d}e^{-k\Theta}g.$$

Consider the half gate $0<x<L/2$.

- Initially $g=0$.
- At the centre $g=0$ by symmetry.
- At the edge $g\le0$. Diffusion with a sink cannot raise $c$ above $c_0$, so no interior dose exceeds the edge dose $c_0t$.

A positive maximum of $g$ cannot arise inside, because there $g_{xx}\le0$ and the last term is negative. Hence $g\le0$. The strong maximum principle makes this strict inside the half gate for $t>0$. The dose therefore falls steadily from edge to centre, and every residual fraction is reached last at the centre.

## The delay

The edge reaches the residual fraction $f=N/N_0$ at $t_e=\ln(1/f)/(kc_0)$. Position $x$ reaches it at $t_f$, when its dose equals $c_0t_e$. Therefore

$$t_f-t_e=t_f-\frac{\Theta(x,t_f)}{c_0}=\int_0^{t_f}\left(1-\frac{c}{c_0}\right)dt'.$$

The delay is the accumulated shortage of hydrogen. Call it $q(x,t)=t-\Theta/c_0$. Substituting $\Theta=c_0(t-q)$ into the dose equation and dividing by $c_0$ gives

$$1-q_t=-Dq_{xx}-B\left(1-\frac{N}{N_0}\right),$$

$$q_t=Dq_{xx}+1+B\left(1-\frac{N}{N_0}\right).$$

Since $c\le c_0$, $q$ never decreases. The centres are finite in number, so eventually the sink dies, $c\to c_0$, $N\to0$ and $q_t=1-c/c_0\to0$. The limit $\tau$ of $q$ obeys

$$D\tau''=-(1+B),\qquad \tau(0)=\tau(L)=0.$$

Integrating twice with $\tau(0)=0$ gives $\tau=-(1+B)x^2/(2D)+ax$. The condition at $x=L$ fixes $a=(1+B)L/(2D)$, which yields the stated parabola. At late times

$$N\simeq N_0\exp\{-kc_0[t-\tau(x)]\}.$$

A hydrogen balance shows where the two powers of $L$ come from. Per unit strip width, the hydrogen that must pass position $x$ is $(c_0d+sN_0)(L/2-x)$. The time-integrated flow is $-Dd\,\Theta_x$, which tends to $Ddc_0\tau'$. Equating them gives

$$\tau'=\frac{1+B}{D}\left(\frac L2-x\right).$$

One power of $L$ is the amount of hydrogen to be delivered. The other, gained on integrating $\tau'$, is the distance it must travel.

## First contribution: filling the oxide

Set $B=0$. The shortage $1-c/c_0$ starts at 1 and vanishes at both edges. Its sine coefficients are

$$\frac2L\int_0^L\sin\frac{n\pi x}{L}\,dx=\frac{2}{n\pi}(1-\cos n\pi),$$

which is $4/(n\pi)$ for odd $n$ and zero for even $n$. Each mode decays independently:

$$1-\frac{c}{c_0}=\sum_{n\ \rm odd}\frac{4}{n\pi}\sin\frac{n\pi x}{L}\;e^{-n^2\pi^2Dt/L^2}.$$

Integration over time multiplies each term by $L^2/(n^2\pi^2D)$:

$$\tau_{\rm fill}=\frac{4L^2}{\pi^3D}\sum_{n\ \rm odd}\frac{1}{n^3}\sin\frac{n\pi x}{L}.$$

Applying $D\,d^2/dx^2$ term by term returns minus the sine series of 1, so this sum is the parabola $x(L-x)/(2D)$, equal to $L^2/(8D)$ at the centre. The first mode alone gives 1.032 of the central value, and the higher modes remove the excess.

## Second contribution: feeding the centres

With centres present, the modes no longer decay as independent exponentials. Their time integrals remain simple: the source in the equation for $\tau$ is $1+B$ instead of 1, so every term is multiplied by $1+B$.

For $B\gg1$ and a fast reaction, the added part has a direct picture. A front at depth $X$ separates passivated from unpassivated interface. Hydrogen reaches it at rate $Dc_0d/X$ per unit width and is used at rate $sN_0\,dX/dt$, so

$$X^2=\frac{2Dc_0d}{sN_0}\,t=\frac{2D}{B}\,t.$$

The front reaches $X=L/2$ at $t=BL^2/(8D)$, the $B$ part of the delay.

Ahead of the front $N=N_0$, and in the quasi-steady state $Dc_{xx}=(skN_0/d)\,c$. Hydrogen therefore penetrates a distance $\sqrt{D/(Bkc_0)}$. The front is sharp if this is much less than $L/2$.

## Worked example

Take a 100 µm gate on 10 nm of oxide at 673 K, in forming gas with 76 Torr of H$_2$. Rough typical values, with extra digits kept only so that the formula can be compared with the integration, are $D=2.44\times10^{-7}$ cm²/s, $c_0=2.18\times10^{16}$ cm⁻³, $N_0=10^{12}$ cm⁻² and $1/(kc_0)=77.9$ s. Take $s=1/2$, which assumes that the atom left over when H$_2$ passivates one centre serves another.

The oxide stores only $c_0d=2.18\times10^{10}$ cm⁻² of H$_2$, while the centres need $5\times10^{11}$ cm⁻². Thus

$$B=\frac{5\times10^{11}}{2.18\times10^{10}}=22.9,\qquad \frac{L^2}{8D}=\frac{10^{-4}\ {\rm cm^2}}{8D}=51.3\ {\rm s},$$

$$\tau=23.9\times51.3\ {\rm s}\approx1230\ {\rm s}\approx20\ {\rm min}.$$

The time for the centre to reach 1% residual can now be divided up:

| Contribution | Time (s) |
|---|---:|
| Reaction, $\ln(100)/(kc_0)$ | 359 |
| Filling the oxide | 51 |
| Feeding the centres | 1176 |
| Shortage not yet accumulated | −8 |
| Total | 1579 |

Direct integration of the coupled equations for $c$ and $N$ gives the total of 1579 s. The entries are rounded separately, so as printed they add to 1578 s. Bare diffusion would account for about 4% of the late delay. After 10, 20 and 30 min the centre retains 81%, 23% and 0.06% of its unpassivated bonds.

In pure H$_2$ at 760 Torr, with the other parameters fixed, $B$ falls tenfold to 2.29 and the late delay becomes $3.29\times51.3\approx170$ s. The reduction is about sevenfold, because the filling time does not depend on pressure.

The choice of residual fraction matters:

| $L$ (µm) | $\tau$ (s) | Delay to 50% (s) | Delay to 0.01% (s) |
|---:|---:|---:|---:|
| 25 | 76.7 | 42.0 | 76.7 |
| 50 | 306.9 | 189.2 | 306.9 |
| 100 | 1227.7 | 908.1 | 1227.6 |
| 200 | 4910.6 | 4132.7 | 4905.5 |

The delays to 0.01% follow $L^2$, with a fitted exponent of 2.000. The delay to 50% grows faster, with exponent 2.17 between 25 and 50 µm, because a larger share of $\tau$ has accumulated by the half-way point in a longer gate. The penetration distance is about 9 µm, so the 25 µm gate has no sharp front.

## Two controls on the cause

**Seal one edge.** No hydrogen crosses the sealed edge, just as none crosses the centre of a symmetric gate. A gate of length $L$ open at one edge is therefore half of a gate of length $2L$. Its last point is the sealed edge, with delay $(1+B)L^2/(2D)$, four times the central delay with both edges open. For a 50 µm gate integration gives 1228 s, the value for a 100 µm gate open at both edges.

**Let the gate leak.** Let a gate film of thickness $h_g$ have permeability $P_g$, against $P_{\rm ox}$ for the oxide. Assume that hydrogen crosses the film as molecules, with a flow proportional to the difference in H$_2$ concentration, and neglect hydrogen stored in the film. (A metal film dissolves hydrogen as atoms and usually follows a square-root pressure law, so the formula below does not apply to it directly.) It adds $(D/\lambda^2)(c_0-c)$ to $c_t$, with $\lambda^2=dh_gP_{\rm ox}/P_g$. The time integral of this term is $(D/\lambda^2)c_0q$, so at late times

$$D\tau''-\frac{D}{\lambda^2}\tau=-(1+B).$$

The solution that vanishes at both edges has the central value

$$\tau(L/2)=(1+B)\frac{\lambda^2}{D}\left[1-\operatorname{sech}\frac{L}{2\lambda}\right].$$

For $L\ll\lambda$ the bracket is $L^2/(8\lambda^2)$ and the earlier law returns. For $L\gg\lambda$ the delay stops growing. With $h_g=100$ nm and $P_g/P_{\rm ox}=10^{-5}$, $\lambda=10$ µm, and integration gives 97 s for a 100 µm gate and 98 s for a 200 µm gate. A ratio of only $1.1\times10^{-7}$ already cuts the 100 µm delay by 10%. "Impermeable" is thus a severe condition for a wide gate on a thin oxide.

## Deuterium

Assume that $D$ scales as the inverse square root of molecular mass, with equal solubility and $s$. Replacing H$_2$ by D$_2$ then lengthens the late delay by $\sqrt2$, to about 1740 s. Measured diffusivities of the two gases in silica differ by less, roughly a factor of 1.2, so the real lengthening would be smaller. In the integration $k$ was also cut to 0.7 of its value, and the ratio stayed at 1.414. The total passivation time does depend on $k$, through the reaction time at the edge and, when the chosen residual is not small, also through the part of the delay not yet accumulated.

## Relation to real gates, and what is neglected

The example resembles a large, strip-shaped test capacitor under a dense hydrogen barrier in a forming-gas anneal. A square gate 100 µm on a side is fed from all four edges, and its late central delay is shorter by a factor of 0.59, about 720 s. At the same oxide thickness, a 1 µm gate would have a delay near 0.1 s, invisible beside the 78 s reaction time. The result is sensitive to the assumption of a perfect seal: the leak of $P_g/P_{\rm ox}=10^{-5}$ assumed above shortens the delay from about 1230 s to 97 s.

Two further effects are large.

- **Stoichiometry.** If the leftover atom is lost, $s=1$ and the delay rises to about 2400 s.
- **Spread of activation energies.** $N$ is still a function of dose alone, so $\tau$ is unchanged. A Gaussian spread of 0.06 eV, a rough value, gives a delay of 1218 s at 1% residual. The edge itself, however, now needs 1260 s instead of 359 s to reach 1%. The centre then needs about 41 min instead of 26, and a 30 min anneal no longer suffices.

The other estimates, also from rough inputs, are small. Edge access beneath a 500 nm surrounding oxide adds about 0.1% to the delay. Flow through the silicon is less than $10^{-4}$ of that through the oxide. If it is captured on contact by centres of area about $10^{-15}$ cm², a freed atom travels roughly 0.05 µm at an unpassivated interface; the distance grows as $N^{-1/2}$ as passivation proceeds. Thermal dissociation leaves a residual of order $10^{-6}$, uncertain by a factor of several depending on the kinetic data used, so smaller calculated residuals have no physical meaning.

Two effects are not sized. Other oxide traps that fill irreversibly lengthen the delay. If they fill at least as fast as the centres, their full hydrogen demand adds to $sN_0$; much slower traps add only part of it before the centres are passivated. Atomic hydrogen can also depassivate bonds, which the irreversible model excludes. As passivation proceeds, the leftover atom meets more and more passivated bonds. If it frees them readily, the last centres are passivated much more slowly than the exponential law predicts, even at the edge.

## Computed results

```
temperature 673.15 K, kT 0.05801 eV
H2 pressure 76 Torr, solubility ratio 0.02
D = 5.7e-4 cm2/s exp(-0.45 eV/kT); k = 1e-7 cm3/s exp(-1.50 eV/kT)
D 2.437e-07 cm2/s; k 5.885e-19 cm3/s
edge concentration c0 2.180e+16 cm-3
oxide thickness 10 nm; gate length 100 um
centres N0 1.0e+12 cm-2; H2 per centre s 0.5
H2 stored in oxide c0*d 2.180e+10 cm-2; B 22.93
reaction time 1/(k c0) 77.9 s
slowest bare diffusion mode 41.6 s
bare delay L^2/(8D) 51.3 s; simulated 51.3 s
first mode share of bare delay 1.0320
centre delay with traps 1228 s = 20.5 min
L (um) | formula (s) | simulated delay (s) to residual 0.5, 1e-2, 1e-4
  25 |    76.7 |    42.0    76.1    76.7
  50 |   306.9 |   189.2   304.8   306.9
 100 |  1227.7 |   908.0  1219.8  1227.6
 200 |  4910.6 |  4131.8  4860.1  4905.5
length exponent, residual 1e-4, all gates: 1.9996
length exponent, residual 0.5, 25 to 50 um: 2.173
quarter-point delay, residual 1e-4: 918.1 s
time to 1% residual: edge 359 s, quarter 1189 s, centre 1579 s
residual at 10 min: edge 4.53e-04, quarter 2.70e-01, centre 8.11e-01
residual at 20 min: edge 2.06e-07, quarter 9.18e-03, centre 2.33e-01
residual at 30 min: edge 9.32e-11, quarter 1.25e-05, centre 6.42e-04
50 um gate, one edge sealed: far-edge delay 1227.6 s
leaky gate film 100 nm, permeability ratio 1e-05, lambda 10.0 um
leaky delay: 100 um 96.9 s; 200 um 98.2 s
permeability ratio that cuts the delay by 10%: 1.06e-07
D2 delay (k cut to 0.7) 1736 s; ratio to H2 1.4142
Neglected effects:
s = 1 instead of 0.5: delay 2404 s
energy spread 0.06 eV: edge time to 1% 1260 s, centre delay 1218 s
thermal dissociation 9.7e-10 s-1; ratio to passivation rate 7.6e-08
hydrogen flow through silicon / through oxide 4.5e-05
range of freed H atom (capture area 1e-15 cm2) 0.32 um
edge access under 500 nm oxide: extra length 25 nm, delay +0.10 %
finite width 1000 um: delay changed by -3.1e-07
square gate: delay factor 0.5894
time to cross oxide thickness d^2/D 4.1 us
```
